# Why TE-like and TM-like waveguide modes cross or anticross

**Question.** A silicon strip waveguide is made gradually wider. The effective index of its second TE-like mode, TE1, rises faster than that of its first TM-like mode, TM0, and at some width the two should become equal. Why do the curves pass through each other when the guide is the same above and below, yet repel when it rests on a substrate with air on top? Is vertical asymmetry enough to make any TE-like and TM-like pair repel, and how large is the gap?

**Answer.** Two modes repel if something in the structure couples them. A mirror symmetry can make that coupling vanish identically. The first task is therefore to find what plays the role of a coupling matrix element in Maxwell's equations.

### The mode equations

Let $x$ be lateral, $y$ vertical and $z$ the propagation direction. The guide is lossless, isotropic and uniform along $z$, with real relative permittivity $\varepsilon(x,y)$. At fixed vacuum wavelength $\lambda$ the fields vary as $\exp(i\beta z-i\omega t)$. I measure lengths in units of $1/k_0=\lambda/2\pi$, multiply $H$ by the vacuum impedance, and write $n=\beta/k_0$. Then $\nabla\times E=iH$ and $\nabla\times H=-i\varepsilon E$, with $\partial_z\to in$.

The two $z$ components give the longitudinal fields:

$$E_z=\frac{i}{\varepsilon}(\partial_xH_y-\partial_yH_x),\qquad H_z=-i(\partial_xE_y-\partial_yE_x).$$

Define $e=(E_x,E_y)$ and $h=(H_y,-H_x)$, so that $e\cdot h=E_xH_y-E_yH_x$ is proportional to the power density along $z$. Also define

$$e_z=\frac{\nabla\cdot h}{\varepsilon},\qquad c[e]=\partial_xE_y-\partial_yE_x,$$

so that $E_z=ie_z$ and $H_z=-ic$. The transverse components of the first curl equation are $inE_x-\partial_xE_z=iH_y$ and $\partial_yE_z-inE_y=iH_x$. Dividing by $i$ gives $nE_x=H_y+\partial_xe_z$ and $nE_y=-H_x+\partial_ye_z$. The second curl equation has $\partial_yH_z-inH_y=-i\varepsilon E_x$ and $inH_x-\partial_xH_z=-i\varepsilon E_y$. Dividing by $-i$ gives $nH_y=\varepsilon E_x-\partial_yc$ and $-nH_x=\varepsilon E_y+\partial_xc$. Together,

$$ne=Ph,\quad Ph=h+\nabla\!\left(\frac{\nabla\cdot h}{\varepsilon}\right);\qquad nh=Qe,\quad Qe=\varepsilon e+(-\partial_yc,\partial_xc).$$

Guided fields decay outward, so integration by parts has no boundary term:

$$\int a\cdot Pb=\int a\cdot b-\int\frac{(\nabla\cdot a)(\nabla\cdot b)}{\varepsilon},\qquad \int a\cdot Qb=\int\varepsilon\,a\cdot b-\int c[a]\,c[b].$$

Both forms are unchanged when $a$ and $b$ are exchanged. Both operators are therefore real and symmetric, and guided modes can be chosen real.

For two modes let $A=\int e_1\cdot h_2$ and $B=\int e_2\cdot h_1$. Symmetry of $Q$ gives $n_1B=n_2A$, and symmetry of $P$ gives $n_1A=n_2B$. Eliminating $B$ leaves $(n_1^2-n_2^2)A=0$. Modes of different index are thus orthogonal in power. I consider forward modes with positive power and normalize them to $\int e_i\cdot h_i=1$.

### What a mirror does to the modes

Reflection $y\to-y$ reverses the vertical component of the electric field. The magnetic field is an axial vector, so its lateral component reverses instead, and $h$ transforms in the same way as $e$:

$$R_y:\quad(E_x,E_y,e_z)(x,y)\to(E_x,-E_y,e_z)(x,-y).$$

If $\varepsilon(x,-y)=\varepsilon(x,y)$, this operation commutes with $P$ and $Q$, and modes can be given a parity $+1$ or $-1$. Parity $+1$ means $E_x$ even, $E_y$ odd and $e_z$ even in $y$. Parity $-1$ means the reverse for each component. The lateral mirror acts as $R_x:(E_x,E_y,e_z)(x,y)\to(-E_x,E_y,e_z)(-x,y)$.

The dominant component fixes the parities. TE0 has $E_x$ even in both directions, TE1 has $E_x$ odd in $x$ and even in $y$, and TM0 has $E_y$ even in both.

| Mode | Vertical parity | Lateral parity |
|---|---:|---:|
| TE0 | $+1$ | $-1$ |
| TE1 | $+1$ | $+1$ |
| TM0 | $-1$ | $+1$ |

With the vertical mirror intact, the mode problem splits into two independent problems, one for each parity. TE1 is found from one and TM0 from the other, and neither equation contains the other mode. If $n_{\rm TE1}-n_{\rm TM0}$ changes sign continuously with width, it must pass through zero. This argument needs no perturbation theory. It also shows what symmetry does not do: it does not make the curves meet, but leaves nothing to repel them if they do.

### What happens when the mirror is broken

Add a small $\delta\varepsilon$. It adds $\delta\varepsilon$ to $Q$. In $P$, $1/\varepsilon$ changes by $-\delta\varepsilon/\varepsilon^2$ to first order, so

$$\int h_i\cdot\delta P\,h_j=\int\frac{\delta\varepsilon}{\varepsilon^2}(\nabla\cdot h_i)(\nabla\cdot h_j)=\int\delta\varepsilon\,e_{z,i}e_{z,j}.$$

Near the crossing, take $e=\sum_ja_je_j$ and $h=\sum_ja_jh_j$ with $j=1$ for TE1 and $j=2$ for TM0. Project $nh=(Q+\delta\varepsilon)e$ on $e_i$, project $ne=(P+\delta P)h$ on $h_i$, and add. The sum is the projection on the forward mode $(e_i,h_i)$; the difference is the projection on the backward mode $(e_i,-h_i)$. The backward mode has index $-n_i$, so its small admixture affects $n$ only at second order and is dropped. Orthogonality then leaves

$$2na_i=2n_ia_i+\sum_ja_j\int\delta\varepsilon\,(e_i\cdot e_j+e_{z,i}e_{z,j}).$$

Dividing by 2 identifies the coupling:

$$\kappa=\frac12\int\delta\varepsilon\,(e_1\cdot e_2+e_{z,1}e_{z,2}).$$

TE1 and TM0 have opposite vertical parity, so each product in the bracket is odd in $y$. An even $\delta\varepsilon$ gives $\kappa=0$; an odd one permits $\kappa\neq0$. The diagonal elements contain squares, which are even in $y$, so an odd $\delta\varepsilon$ does not shift either mode at first order. Its first-order effect on this pair is to mix them.

The formula also shows which fields do the mixing. If TE1 had only $E_x$ and TM0 only $E_y$, every product would vanish, whatever the asymmetry. Real modes of a strip have minor transverse and longitudinal components, and these provide the overlap. A planar slab, infinite and uniform in $x$, is an instructive limit. Its TE mode has only $E_x$, while its TM mode has only $E_y$ and $E_z$. There $\kappa=0$ even when the two claddings differ. Lateral confinement is needed as well as vertical asymmetry.

### From coupling to gap

Let $\Delta=n_1-n_2$ and $\bar n=(n_1+n_2)/2$. The two-mode problem is

$$\begin{pmatrix}\bar n+\Delta/2&\kappa\\ \kappa&\bar n-\Delta/2\end{pmatrix}\begin{pmatrix}a_1\\a_2\end{pmatrix}=n\begin{pmatrix}a_1\\a_2\end{pmatrix}.$$

Its determinant condition is $(n-\bar n)^2-\Delta^2/4-\kappa^2=0$, hence

$$n_\pm=\bar n\pm\sqrt{\frac{\Delta^2}{4}+\kappa^2},\qquad G^2=(n_+-n_-)^2=\Delta^2+4\kappa^2.$$

A sum of two squares vanishes only if both do. Changing the width can bring $\Delta$ to zero, but in general it does not bring $\kappa$ to zero at the same width. The mirror supplies that second condition. Without a symmetry that does so, a crossing would require an accidental zero of $\kappa$, for which a second parameter must normally be tuned. If $\kappa$ varies little across the region, the smallest gap is $2|\kappa|$.

Write the upper branch as $(a_1,a_2)=(\cos\theta,\sin\theta)$. Its index is $\bar n+(\Delta/2)\cos2\theta+\kappa\sin2\theta$. This is largest when $(\cos2\theta,\sin2\theta)$ is parallel to $(\Delta/2,\kappa)$, which gives

$$a_1^2-a_2^2=\cos2\theta=\frac{\Delta}{G}.$$

The upper branch is TM-like for $\Delta\ll-2|\kappa|$, an equal mixture at $\Delta=0$, and TE-like for $\Delta\gg2|\kappa|$.

### The number for a strip on a substrate

Take a model strip of height 300 nm and core index 3.5 at a wavelength of 1550 nm. The substrate has $\varepsilon=2.25$; the top and sides have $\varepsilon=1$. Split the cladding above and below the core into its mean and its odd part:

$$\frac{2.25+1}{2}=1.625,\qquad\frac{2.25-1}{2}=0.625.$$

The symmetric reference has 1.625 both above and below. Adding $+0.625s$ below and $-0.625s$ above leads to the actual strip at $s=1$. Modes were computed with all vector components on a grid, without imposing either mirror.

At $s=0$, TE1 and TM0 meet at a width of 840.6 nm, with $n\approx2.47$. One nanometre below that width the difference $\Delta$ is $2.463652-2.464941=-0.001289$; one nanometre above it is $2.466765-2.465482=+0.001283$. The slope is therefore $0.002572/2=0.001286$ per nm. The computed vertical parities remain $+1$ and $-1$ on both sides, and the separation left at the located crossing is $2\times10^{-10}$, a numerical residue.

The overlap of these symmetric modes, taken one nanometre above the crossing width, gives, per unit $s$,

$$\kappa/s=0.00368+0.00380-0.00204\approx0.0054,$$

where the terms come from $E_x$, $E_y$ and $E_z$. The two transverse terms are nearly equal, and the longitudinal term opposes them.

For $s=0.1$ the predicted minimum gap is $2\times0.1\times0.00543=0.001086$. The full solution gives 0.001092, higher by 0.6%. Most of this difference comes from taking the overlap one nanometre above the crossing: $\kappa/s$ falls by about 0.5% per nanometre of width there. Five nanometres beyond the minimum the two-mode formula predicts

$$\sqrt{(5\times0.001286)^2+0.001086^2}=0.00652,$$

against 0.00648 from the full solution.

At $s=1$ the first-order gap is 0.0109 and the full one is 0.0107. First-order theory does not guarantee such close agreement for so large a change of cladding. Here it is a computed result for this strip, not a general rule.

The exchange of character is visible in the fraction of power carried by the $E_xH_y$ term. On the upper branch it is $-0.005$ at 60 nm below the minimum, 0.527 at the minimum and 1.004 at 60 nm above it. The slight excursions outside the interval from 0 to 1 are possible because the two terms of the power integral need not separately be positive.

A finer grid leaves the gap at 0.0107 but moves its width from 844.1 to 841.8 nm. The position is thus uncertain by a few nanometres from the grid alone, and its decimals have no meaning for a real device. The fields are singular at the core corners and converge slowly, so the gap itself should be trusted only to about 1%. In a separate check on a slab closed by conducting side walls, the grid indices differ from the analytic ones by 0.003 for TE and 0.007 for TM. The walls force the TM field to vary as a half-wave in $x$, so the TM index in the output is lower than that of an open slab.

### What the gap means for a device

Suppose pure TE1 light enters a uniform section at $\Delta=0$, with reflections and other modes neglected. It excites both branches equally. Their relative phase after a distance $z$, now in ordinary length units, is $k_0Gz$, so the TM0 power fraction is $\sin^2(k_0Gz/2)$. Transfer is complete when $k_0GL=\pi$:

$$L=\frac{\lambda}{2G}=\frac{1550\ \mathrm{nm}}{2\times0.0107}\approx72\ \mu\mathrm{m}.$$

In a taper the light can instead follow one branch and change its character. Inserting the rotating branch vectors into the propagation equation $da/dz=ik_0Ma$, where $M$ is the two-mode matrix, couples the branches at the rate $|d\theta/dz|$. This must be small compared with $k_0G$. From $\cot2\theta=\Delta/2\kappa$, the rate at $\Delta=0$ is $|d\Delta/dz|/4|\kappa|=|d\Delta/dz|/2G$. With the slope $g=|d\Delta/dw|$ for width $w$, the condition becomes

$$\left|\frac{dw}{dz}\right|\ll\frac{2k_0G^2}{g}=\frac{2(2\pi/1550)(0.0107)^2}{0.001286}\approx7\times10^{-4}.$$

The width must change by much less than 0.7 nm per micrometre near the anticrossing. This estimate uses the slope of the symmetric guide. Both this bound and the 72 μm length belong to the 300 nm high rectangular core and are not typical of all silicon strips. In the common 220 nm silicon layer on oxide with air on top, TM0 extends much further into the claddings and the gap is about ten times larger, so the transfer length is about ten times shorter and far steeper tapers remain adiabatic. Sloped sidewalls can by themselves open a gap larger than the one computed here. A much faster taper passes through with little conversion.

### Why vertical asymmetry is not always enough

TE0 and TM0 differ in lateral parity as well as vertical parity. Placing the strip on a substrate removes the vertical protection but leaves the lateral one. In the same asymmetric cladding these two modes cross at a width of about 320 nm on the grid used, with $n\approx2.0$ and a numerical residue of $3\times10^{-9}$. Their vertical parities there are $+0.988$ and $-0.957$, no longer $\pm1$, so the vertical mirror really is broken. Their lateral parities remain $-1$ and $+1$, and that is sufficient for an exact crossing.

The rule is therefore to compare the two modes under every symmetry the cross-section still has, including a half-turn about $z$ as well as the mirrors. One surviving symmetry that distinguishes them protects the crossing. Under the half-turn, each mode's parity is the product of its two mirror parities: $+1$ for TE1 and $-1$ for TM0. A core shaped as a parallelogram in a uniform cladding has neither mirror, but it keeps the half-turn, so these two modes can still cross. Equal material above and below is not enough if the sidewalls slope symmetrically, as in a trapezoid, or if a thin core layer extends to both sides from the base. Only the lateral mirror then remains. It does not distinguish TE1 from TM0, so in general they repel. The computed values are collected in the numerical output below.

## Numbers as computed

```
wavelength = 1550 nm; core height = 300 nm
permittivity: core 12.25, top/sides 1.00, substrate 2.25
cladding permittivity: mean 1.625, odd part 0.625
slab check TE index: analytic 3.0660, grid 3.0633
slab check TM index: analytic 2.4691, grid 2.4760
SYMMETRIC GUIDE, s = 0, TM0 and TE1
crossing width = 840.57 nm
index at crossing = 2.4661
index separation left at located crossing = 2.1e-10
offset -1 nm: n_TE1 = 2.463652, n_TM0 = 2.464941
offset +1 nm: n_TE1 = 2.466765, n_TM0 = 2.465482
vertical parity: TE1 +1.000000, TM0 -1.000000
lateral parity: TE1 +1.000000, TM0 +1.000000
slope of n_TE1 - n_TM0 = 0.001286 per nm
COUPLING PER UNIT s, from the symmetric modes
kappa/s = 0.00543 (index units)
parts from Ex, Ey, Ez = +0.00368, +0.00380, -0.00204
largest diagonal element = 8.3e-15
WEAK ASYMMETRY, s = 0.1
width of minimum gap = 840.62 nm
minimum index gap: full 0.001092, 2|kappa| 0.001086
vertical parities there = +0.0264, -0.0263
gap 5 nm wider: full 0.006478, two-mode 0.006521
FULL ASYMMETRY, s = 1
width of minimum gap = 844.1 nm
indices there = 2.4766, 2.4659
minimum index gap: full 0.0107, first-order 0.0109
half-beat length = 72483 nm
TE power fraction at -60 nm: upper -0.005, lower 1.006
TE power fraction at minimum: upper 0.527, lower 0.474
TE power fraction at +60 nm: upper 1.004, lower -0.004
finer grid: width 841.8 nm, minimum gap 0.0107
SAME ASYMMETRIC CLADDING, s = 1, TE0 and TM0
crossing width = 320.04 nm
index at crossing = 2.0100
index separation left at located crossing = 3.3e-09
lateral parity: TE0 -1.000000, TM0 +1.000000
vertical parity: TE0 +0.9884, TM0 -0.9567
```
